# Landauer's two resistances answer two different measurements

Suppose that a one-channel wire with a barrier gives a resistance of 22.3 kΩ, and the transmission \(T\) of the barrier is wanted. Two formulas are at hand,

\[
\mathcal R_a=\frac{h}{2e^2}\,\frac{1-T}{T},\qquad
\mathcal R_b=\frac{h}{2e^2}\,\frac1T,\qquad \frac{h}{2e^2}=12.906\ \text{k}\Omega .
\]

The first gives \(T=1/(1+22.28/12.906)=0.367\), the second \(T=12.906/22.28=0.579\). The choice depends on where the voltage was measured and with what kind of probe.

## The belief and its appeal

The belief is that the formulas are rival answers to one question, so that one of them must be wrong. It has a good argument. Both refer to the same wire, barrier and current. At \(T=1\) the first gives zero, as seems right for a wire that scatters nothing, while the second gives 12.9 kΩ. A single resistance cannot have both values.

The argument assumes that "the voltage" is one quantity. A resistance is a voltage divided by a current, and here two voltages share one current.

## Voltage between the reservoirs

Let the wire carry one channel with two spin states, joined to reservoirs 1 (left) and 2 (right) that absorb every carrier reaching them. The barrier is elastic, with reflection probability \(R=1-T\), and the bias is small. Potentials \(\mu\) are energies, and a voltage is a difference of \(\mu\) divided by \(e\).

For each spin, a stream moving one way has \(1/(2\pi\hbar v)\) states per unit length and energy. Multiplied by the speed \(v\), this gives \(1/h\) carriers per unit time and energy, whatever \(v\) is. Hence

\[
I=\frac{2e}{h}\,T(\mu_1-\mu_2),\qquad
\frac{(\mu_1-\mu_2)/e}{I}=\frac{h}{2e^2}\frac1T .
\]

This is \(\mathcal R_b\). From here on, resistances are in units of \(h/2e^2\), \(\mu_1=1\) and \(\mu_2=0\). The scaled current is then \(T\), as long as the probes do not disturb it.

## Voltage between weak probes

A voltage probe is a further reservoir whose potential adjusts until it draws no net current. Let probe 3 touch the wire at a point \(x_3\) left of the barrier. To lowest order in the coupling, exchange between the two probes can be dropped, so that

\[
T_{31}(1-\mu_3)+T_{32}(0-\mu_3)=0
\quad\Rightarrow\quad
\mu_3=\frac{T_{31}}{T_{31}+T_{32}} .
\]

The probability \(T_{3j}\) of tunnelling into the probe is proportional to the density at \(x_3\) of the wave sent in from reservoir \(j\). With incident amplitude 1, these densities are

\[
|e^{ikx_3}+re^{-ikx_3}|^2=1+R+2\sqrt R\cos\theta_3,\qquad |t'e^{-ikx_3}|^2=T,
\]

where \(\theta_3=\arg r-2kx_3\). Because \(R+T=1\), their sum is \(2(1+\sqrt R\cos\theta_3)\). Subtracting \(\mu_3\) from 1 cancels the cosine in the numerator and leaves \(1-R=T\):

\[
1-\mu_3=\frac{T}{2(1+\sqrt R\cos\theta_3)} .
\]

For probe 4 on the right, the wave from reservoir 1 has density \(T\), and the wave from reservoir 2 forms the standing pattern. Thus \(\mu_4=T/[2(1+\sqrt R\cos\theta_4)]\). Dividing \(\mu_3-\mu_4\) by the current \(T\) gives

\[
R_{34}=\frac1T-\frac12\left[\frac1{1+\sqrt R\cos\theta_3}+\frac1{1+\sqrt R\cos\theta_4}\right].
\]

This is neither of the two formulas. Since \(1/(1\mp\sqrt R)=(1\pm\sqrt R)/T\), it ranges from \(-\sqrt R/T\) to \(+\sqrt R/T\). A negative value is allowed: the probes carry no net current, so no negative power is dissipated between them.

## Which phase average

Suppose first that the tunnelling probabilities are averaged over \(\theta\) before the zero-current condition is solved. An extended probe does this if it spans many wavelengths and its tunnelling events add as probabilities. The cosine disappears from numerator and denominator separately:

\[
\mu_3=\frac{1+R}2,\qquad \mu_4=\frac T2,\qquad
R_{34}=\frac{(1+R-T)/2}{T}=\frac RT=\frac{1-T}{T}.
\]

This is \(\mathcal R_a\). The rest of the voltage lies at the ends: \((1-\mu_3)/T=1/2\) on the left and \(\mu_4/T=1/2\) on the right. Therefore

\[
\frac1T=\frac12+\frac{1-T}{T}+\frac12 .
\]

The two halves are the contact resistance. To the left of the barrier, the stream from reservoir 1 carries potential 1 and the returning stream carries \(R\). A probe that weighs both equally reads their mean, which lies below the potential of the reservoir. In a clean wire the streams carry 1 and 0 everywhere, so both probes read 1/2. The resistance between them is zero, and the whole voltage is dropped at the contacts. For \(T\ll1\) the contact term is a small part of the total, and the formulas nearly agree.

Now suppose instead that sharp coherent probes are read at many positions and the readings are averaged. The mean of \(1/(1+s\cos\theta)\) is needed, with \(s=\sqrt R\). Write \(s=2q/(1+q^2)\) with \(0\le q<1\). Then

\[
\frac1{1+s\cos\theta}=\frac{1+q^2}{|1+qe^{i\theta}|^2}
=\frac{1+q^2}{1-q^2}\Big[1+2\sum_{n\ge1}(-q)^n\cos n\theta\Big].
\]

The cosines average to zero, and \(1-s^2=(1-q^2)^2/(1+q^2)^2\), so the mean is \(1/\sqrt{1-s^2}=1/\sqrt T\). The averaged resistance is

\[
\langle R_{34}\rangle=\frac1T-\frac1{\sqrt T}=\frac{1-\sqrt T}{T}.
\]

The phrase "phase-averaged probes" thus yields \(\mathcal R_a\) if it refers to the couplings, and another result if it refers to the readings.

A lattice wire with one impurity and \(T=0.3987\) tests the distinction. All transmissions among the four terminals were computed from its Green function, and the probe potentials from current balance. Point probes at 31 equally spaced phases read between \(-1.90\) and \(1.95\). Their mean is 0.9246, equal to \((1-\sqrt T)/T\) to the digits shown. Weak extended probes on the same wire read 1.5085, against \((1-T)/T=1.5084\), with a drop of 0.5000 at each contact.

## From weak probes to reservoirs

Let each probe absorb a fraction \(a\) of each passing stream, without reflection or sensitivity to phase. It must then emit \(a\mu_3\) into each direction, since otherwise it would disturb a wire in equilibrium.

Left of the barrier, let \(u\) be the potential of the stream arriving at the barrier and \(l\) that of the returning stream. On the right, let \(q\) now denote the stream arriving at the barrier and \(p\) the one leaving it. Zero net current into the probes requires \(2\mu_3=1+l\) and \(2\mu_4=p\), while

\[
u=(1-a)+a\mu_3,\qquad q=a\mu_4,\qquad l=Ru+Tq .
\]

The scaled current is \(i=u-l=T(u-q)\), so \(u-q=i/T\). Putting \(1=2\mu_3-l\) into \(u\) gives \(u=(2-a)\mu_3-(1-a)l\), and therefore

\[
i=u-l=(2-a)(\mu_3-l),\qquad u-\mu_3=i-\frac{i}{2-a}=\frac{1-a}{2-a}\,i .
\]

On the right, \(i=p-q=(2-a)\mu_4\), so \(\mu_4-q=(1-a)\mu_4\) has the same value. Subtracting both pieces from \(u-q\) gives

\[
R_{34}=\frac{\mu_3-\mu_4}{i}=\frac1T-\frac{2(1-a)}{2-a}.
\]

At \(a\to0\) this is \((1-T)/T\). At \(a=1\) it is \(1/T\), because each probe now absorbs everything that reaches it and acts as a reservoir. The two formulas are the end points of one expression.

The outer drops are \(1-\mu_3=\mu_3-l=i/(2-a)\) and \(\mu_4=i/(2-a)\). The resistance between the outer reservoirs therefore becomes \(R_{12}=1/T+2a/(2-a)\): strong probes change the quantity under study. For \(a=0.6\) the lattice gives \(R_{34}=1.9370\) and \(R_{12}=3.3656\), and both formulas agree to these digits.

Weakness alone does not secure \(\mathcal R_a\). Equal coupling to the two directions matters as well. If weak phase-averaged probes sense the streams moving towards the barrier and not those leaving it, then \(\mu_3=1\) and \(\mu_4=0\), which gives \(1/T\). If they sense the leaving streams instead, then \(\mu_3=R\) and \(\mu_4=T\), which gives \((1-2T)/T\).

## Temperature can do the averaging

At finite temperature the zero-current condition contains couplings integrated over \(-\partial f/\partial E\), so temperature averages couplings and not readings. At distance \(x\) from the barrier, the phase changes with energy at the rate \(\tau=2x/\hbar v\), if the energy dependence of \(r\) and \(v\) is neglected. The cosine is then multiplied by

\[
D=\int_{-\infty}^{\infty}\frac{e^{y}}{(1+e^{y})^2}\,e^{i\omega y}\,dy,\qquad \omega=k_B\Theta\,\tau ,
\]

where \(\Theta\) is the temperature. Shifting the path of integration by \(2\pi i\) multiplies the integral by \(e^{-2\pi\omega}\). The enclosed double pole at \(y=i\pi\), where the fraction behaves as \(-1/(y-i\pi)^2\), has residue \(-i\omega e^{-\pi\omega}\). Hence \((1-e^{-2\pi\omega})D=2\pi\omega e^{-\pi\omega}\), or

\[
D=\frac{z}{\sinh z},\qquad z=\pi\omega=\frac{2\pi k_B\Theta x}{\hbar v}.
\]

If the energy dependence of \(T\) is neglected as well, the coherent formula holds with \(\sqrt R\) replaced by \(D\sqrt R\) in front of the cosines. When \(z\gg1\) it becomes \((1-T)/T\).

## A germanium hole channel

Consider holes in a strained germanium quantum well. Their band edge lies at the zone centre, where strain and confinement split the fourfold degeneracy of the bulk, so that one subband brings the twofold degeneracy assumed here. Electrons in germanium could add several valleys. The mass is \(0.08\,m_0\), the Fermi energy 4 meV and the channel width 40 nm. The barrier is 5 meV high and 20 nm thick, which gives \(T=0.367\) at the Fermi energy. Weak point probes stand symmetrically, 500 nm or slightly more from its centre.

At 0.1 K, where \(D=0.98\), moving both probes through half a Fermi wavelength (34 nm) in 1 nm steps takes the reading from \(-23.8\) to \(27.9\) kΩ, with a mean of 14.3 kΩ. In the continuum limit with finer sampling, the lowest reading is about 0.3 kΩ lower and the mean about 0.1 kΩ higher. Putting this mean into \(\mathcal R_a\) would give \(T=12.906/(12.906+14.31)=0.474\), which is 29% too high.

At 3 K, \(D=0.0017\), and the same probes read 22.3 kΩ at every sampled position. With the thermal mean \(T=0.3677\),

\[
12.906\times\frac{0.6323}{0.3677}=22.2\ \text{k}\Omega,\qquad
\frac{12.906}{0.3677}=35.1\ \text{k}\Omega .
\]

The computed resistance between the reservoirs is also 35.1 kΩ. A bias of 50 µV drives 1.43 nA and divides into 9.1 µV at one contact, 31.8 µV between the probes and 9.1 µV at the other contact. The reading exceeds \((1-T)/T\) by 0.4%. A point probe couples as \(1/v\) and so favours slower carriers, for which this barrier transmits less. This accounts for the difference: in the continuum limit the weighting raises the reading by 0.5%, and without it the excess vanishes.

These inputs are rough typical values, and the assumed mobility of \(10^6\) cm²/Vs belongs to very clean material. With the Fermi wave number of the channel, it implies a mean free path of about 6 µm. If this is taken as the length for backscattering in the channel, adding resistances in series over the 1 µm between the probes gives about \(12.9/6\approx2\) kΩ. In a strictly one-dimensional channel the backscattering length is twice the mean free path, which halves this figure. Series addition understates the mean: with short-range random disorder between the probes, the reading at 3 K rises on average by about 4 kΩ, with a spread of 8 kΩ from sample to sample, for a backscattering length of 6 µm, and by about 2 kΩ, with a spread of 5 kΩ, for 12 µm. The larger mean and the spread in either direction arise because at 3 K waves scattered close to the barrier still interfere with those it reflects. For instance, 100 nm of channel beside the barrier reflects on average about \(0.1/6\approx0.017\). With full coherence a reflection of this size changes \(1/T\) by up to about \(2\sqrt{0.63\times0.017}\approx20\%\), or 7 kΩ. At 3 K the interference is partly damped (\(D=0.59\) at 100 nm), while some samples reflect more than the average. These figures are a rough guide and not a bound: mobility and backscattering weigh the scattering angles differently, and smooth disorder from distant charges can backscatter far less than the mobility suggests. For the same kind of disorder, a lower mobility would add more on average. A mass 25% larger, with the energies and the barrier held fixed, lowers \(T\) to 0.30 and raises \(\mathcal R_a\) to 29.7 kΩ. With hard walls the next subband lies 8.8 meV higher and is practically empty at 3 K. A bias of 50 µV placed symmetrically about the Fermi energy changes the conductance between the reservoirs negligibly, while raising or lowering one reservoir alone by this amount changes it by about 0.8%, with the band edge and the barrier held fixed. Interactions between the holes are left out and have not been sized. The readings at 0.1 K also assume that the phase survives the round trip of about 1 µm between probe and barrier.

The assumption of weak probes can also fail in a device. A side arm about as wide as the channel need not be weak. In the absorbing-probe model, full absorption would move the reading from 22.2 to 35.1 kΩ, an increase of 58%. A real arm also reflects, which that model leaves out: symmetric one-channel junctions with reflection amplitude \(-1/3\) read about 24 kΩ at 3 K and raise the resistance between the reservoirs to about 44 kΩ. The 22.3 kΩ of the opening thus means \(T=0.37\) if it was read by weak, direction-neutral probes with averaged couplings, and \(T=0.58\) if it was measured between the reservoirs. The numerical output below gives the remaining values.

## Numbers as computed

```
model lattice: transmission T = 0.3987
model: 1/T = 2.5084, (1-T)/T = 1.5084 [h/2e^2]
coherent readings: min -1.9020, max 1.9451 [h/2e^2]
predicted extremes: -/+ 1.9452 [h/2e^2]
mean of readings: 0.9246, (1-sqrt T)/T = 0.9246 [h/2e^2]
extended probes: absorbed a, R34, formula, R12, formula [h/2e^2]
  0.0001  1.5085  1.5085  2.5085  2.5085
  weak: contact drops 0.5000, 0.5000 [h/2e^2]
  0.3000  1.6849  1.6849  2.8614  2.8614
  0.6000  1.9370  1.9370  3.3656  3.3656
  0.9000  2.3266  2.3266  4.1448  4.1448
no scatterer: R12 = 1.0001, R34 = 0.0001 [h/2e^2]
Ge holes: mass 0.08 m0, E_F 4.0 meV, width 40.0 nm
barrier 5.0 meV x 20.0 nm, probes from 500 nm
h/2e^2 = 12.9064 kOhm
Fermi wavelength 68.6 nm, velocity 1.326e+05 m/s
T(E_F) = 0.3672; lattice value 0.3676
0.1 K: R34 min -23.79, max 27.87, mean 14.31 kOhm
3.0 K: R34 min 22.26, max 22.28, mean 22.27 kOhm
0.1 K formula: D 0.9831; min -24.06, max 27.91, mean 14.44 kOhm
3.0 K: D 0.00169, thermal mean T 0.3677
3.0 K: (1-T)/T = 22.19 kOhm, 1/T = 35.10 kOhm
3.0 K at 500 nm: R34 22.28, R12 35.06 kOhm
bias 50 uV: current 1.426 nA
drops: contact 9.11, barrier 31.77, contact 9.11 uV
neglected: mobility 1e+06 cm2/Vs, mean free path 6032 nm
neglected: disorder between probes, about 2.1 kOhm
neglected: mass +25% gives T 0.3029, (1-T)/T 29.7 kOhm
neglected: next subband 8.81 meV up, filling 8.2e-09
neglected: finite-bias change of conductance 1.4e-06
point probes of strength 0.1: R34 22.80, R12 36.24 kOhm
```
